\section*{Shift of a Carbonyl Stretch in a 10 MV/cm Field}

\section*{Problem}

A carbonyl group is held at a fixed orientation in a static electric field directed along its C--O bond. The field at the bond is $10$ MV/cm. Treat the stretch as the vibration of two masses, $12$ u and $16$ u, in a Morse potential with harmonic wavenumber $2000$ cm$^{-1}$ and range parameter $a=2.2$ \AA$^{-1}$. The derivative of the dipole with respect to the bond length has magnitude $e$, the elementary charge, and stretching the bond changes the dipole as if negative charge moved towards the oxygen end.

\begin{enumerate}
\item Does a dipole derivative by itself shift the frequency of the stretch? If not, what else is needed?
\item Derive the shift of the $0\to1$ transition to first order in the field, and evaluate it.
\item How far does the answer depend on the assumed numbers, and how large are the terms left out?
\end{enumerate}

\section*{Solution}

\subsection*{Model and signs}

Let $x$ be the lengthening of the bond from its field-free minimum, $m$ the reduced mass, $\omega$ the harmonic angular frequency and $k=m\omega^2$ the force constant. Let $\mu(x)$ be the dipole component along the direction from C to O, expanded as
\begin{equation}
\mu(x)=\mu_0+\mu_1x+\tfrac12\mu_2x^2 .
\end{equation}
The field $F$ is positive when it points from C to O. A dipole points from negative to positive charge, so a change equivalent to negative charge moving towards the oxygen end means $\mu_1<0$. This concerns the whole dipole: the derivative contains both the charge that flows during the stretch and the charge already on the atoms, which moves with them. Here $\mu_1=-e$, and $\mu_2=0$ until its effect is examined. The Hamiltonian is
\begin{equation}
H=\frac{p^2}{2m}+V(x)-F\mu(x).
\end{equation}
The product $F\mu$ is an energy in Gaussian and in SI units alike, so the formulas for the shift need no conversion factor.

The model leaves out the coupling of the stretch to metal--carbon motion and to other carbonyl groups. The field $F$ is the local one, which can differ from the voltage between two electrodes divided by their distance.

\subsection*{A harmonic bond with a linear dipole}

Take $V=\tfrac12kx^2$ and $\mu_2=0$. Completing the square gives
\begin{equation}
\tfrac12kx^2-F\mu_0-F\mu_1x
=\tfrac12k\left(x-\frac{\mu_1F}{k}\right)^2-F\mu_0-\frac{\mu_1^2F^2}{2k}.
\end{equation}
The field moves the minimum and lowers or raises every level by the same amount. The curvature is still $k$, so the transition energy is unchanged at any field strength. A dipole derivative alone gives no shift. The bond must also respond anharmonically, so that its stiffness depends on its length, or the dipole must be curved in $x$.

\subsection*{The shift as a difference of dipoles}

For a general well, first-order perturbation theory changes level $n$ by $-F\langle\mu\rangle_n$, where the average is taken in the field-free state. The transition energy changes by
\begin{equation}
\hbar\,\delta\omega=-F\,\Delta\mu,\qquad
\Delta\mu=\mu_1\,\Delta\langle x\rangle+\tfrac12\mu_2\,\Delta\langle x^2\rangle ,
\label{eq:dmu}
\end{equation}
where $\Delta$ means the value in level 1 minus the value in level 0. The constant $\mu_0$ cancels. For a linear dipole, what counts is how much longer the bond is, on average, in the excited level.

To find this, expand the Morse potential:
\begin{align}
V&=D\left(1-e^{-ax}\right)^2
=D\left(ax-\tfrac12a^2x^2+\tfrac16a^3x^3-\dots\right)^2\nonumber\\
&=D\left(a^2x^2-a^3x^3+\tfrac{7}{12}a^4x^4-\dots\right).
\end{align}
The quadratic term must equal $\tfrac12kx^2$, so $k=2Da^2$ and
\begin{equation}
V=\tfrac12kx^2-\tfrac12ak\,x^3+\tfrac{7}{24}a^2k\,x^4-\dots
\end{equation}
The cubic term is negative for $x>0$: the bond is softer when stretched.

In a stationary state $\langle p\rangle$ does not change in time, and since $d\langle p\rangle/dt=-\langle V'\rangle$, the mean force vanishes:
\begin{equation}
0=\langle V'\rangle
=k\langle x\rangle-\tfrac32ak\langle x^2\rangle+\tfrac76a^2k\langle x^3\rangle-\dots
\label{eq:force}
\end{equation}
Let $\ell^2=\hbar/(m\omega)$. In a harmonic state $\langle x^3\rangle$ is zero by symmetry, so in the Morse well it is of order $a\ell^4$. The last term shown is then of order $a^3k\ell^4$, smaller than the second by a factor of order
\begin{equation}
a^2\ell^2=\frac{1}{\lambda},\qquad \lambda=\frac{m\omega}{\hbar a^2}.
\end{equation}
The quartic average from the next term of $V'$ has the same order. At leading order we may drop both and use the harmonic value of $\langle x^2\rangle$. With $x=(\ell/\sqrt2)(b+b^\dagger)$, where $b$ and $b^\dagger$ are the lowering and raising operators,
\begin{equation}
\langle x^2\rangle_n=\frac{\ell^2}{2}\langle bb^\dagger+b^\dagger b\rangle_n
=\frac{\ell^2}{2}(2n+1)=\left(n+\tfrac12\right)\frac{\hbar}{m\omega}.
\end{equation}
Equation~\eqref{eq:force} now gives
\begin{equation}
\langle x\rangle_n=\frac{3a}{2}\left(n+\tfrac12\right)\frac{\hbar}{m\omega}.
\end{equation}
Subtracting level 0 from level 1,
\begin{equation}
\Delta\langle x\rangle=\frac{3a\hbar}{2m\omega},\qquad
\Delta\langle x^2\rangle=\frac{\hbar}{m\omega}.
\end{equation}
Inserted in Eq.~\eqref{eq:dmu}, these give
\begin{equation}
\boxed{\;\hbar\,\delta\omega=-\frac{\hbar F}{2m\omega}\left(3a\mu_1+\mu_2\right)\;}
\label{eq:result}
\end{equation}
to first order in the field and leading order in $1/\lambda$. The first term joins the dipole derivative to the mechanical anharmonicity. The second is the effect of a curved dipole, which survives in a harmonic well.

\subsection*{The same result from a moved minimum}

A classical argument shows where the shift comes from. Keep the potential up to its cubic term and set the total force to zero:
\begin{equation}
kx-\tfrac32akx^2-F(\mu_1+\mu_2x)=0 .
\end{equation}
To first order in $F$ the new minimum is at $x_F=\mu_1F/k$, because the other terms are then of order $F^2$. The curvature there is
\begin{equation}
k-3akx_F-F\mu_2=k+\delta k,\qquad
\delta k=-F(3a\mu_1+\mu_2).
\end{equation}
Since $\omega=\sqrt{k/m}$, a small change of curvature gives $\delta\omega=\omega\,\delta k/(2k)=\delta k/(2m\omega)$, which is Eq.~\eqref{eq:result} again. With $\mu_2=0$ it can be written as
\begin{equation}
\frac{\delta\omega}{\omega}=-\tfrac32\,a\,x_F .
\label{eq:relative}
\end{equation}
The relative shift is the displacement of the minimum, measured in units of $1/a$, times $-3/2$. It doesn't contain the mass: in this approximation an isotopic substitution changes the shift and the frequency in the same proportion.

\subsection*{Numbers}

The reduced mass is $12\times16/28=6.857$ u. With the given wavenumber this fixes $k=1616$ N/m and $\hbar/(m\omega)=0.002458$ \AA$^2$. The mean bond length therefore grows on excitation by
\begin{equation}
\Delta\langle x\rangle=\tfrac32\,(2.2\ \text{\AA}^{-1})(0.002458\ \text{\AA}^2)
=0.00811\ \text{\AA}.
\end{equation}
With $\mu_1=-e$ the dipole difference is $\Delta\mu=-0.00811\,e$\,\AA. The field is $0.10$ V/\AA, so
\begin{equation}
\hbar\,\delta\omega=-(0.10\ \text{V/\AA})(-0.00811\,e\,\text{\AA})
=0.811\ \text{meV},
\end{equation}
which corresponds to $6.5$ cm$^{-1}$. The shift is several wavenumbers, upward for a field from C to O and downward for the reverse field.

The classical picture gives the same size. The minimum moves by $x_F=-0.00099$ \AA, so this field shortens the bond by about a thousandth of an \aa ngstr\"om. The curvature rises by $0.654$ per cent, the frequency by half of that, and $0.00327\times2000$ cm$^{-1}$ is again $6.5$ cm$^{-1}$.

\subsection*{A few cases}

The table compares Eq.~\eqref{eq:result} with levels found by diagonalizing the Hamiltonian on a grid, for a field of $10$ MV/cm. The grid values are half the difference between the shifts for the two field directions, which removes the part even in $F$. For the harmonic well the field from C to O alone was used.

\begin{center}
\begin{tabular}{lcccc}
\hline
Well & $\mu_1$ & $\mu_2$ & Formula & Grid\\
 & ($e$) & ($e$/\AA) & (cm$^{-1}$) & (cm$^{-1}$)\\
\hline
Harmonic & $-1.0$ & $0$ & $0$ & $0.00$\\
Morse & $-0.5$ & $0$ & $3.27$ & $3.32$\\
Morse & $-1.0$ & $0$ & $6.54$ & $6.64$\\
Morse & $-1.5$ & $0$ & $9.81$ & $9.95$\\
Morse & $-1.0$ & $+1$ & $5.55$ & $5.57$\\
Morse & $-1.0$ & $-1$ & $7.53$ & $7.70$\\
\hline
\end{tabular}
\end{center}

The first row confirms that a linear dipole in a harmonic well gives no shift. The next three show that the estimate is proportional to the assumed dipole derivative, its most direct source of uncertainty. Between $0.5\,e$ and $1.5\,e$ the shift runs from about $3$ to $10$ cm$^{-1}$.

The last two rows show the effect of a curved dipole. Its weight relative to the main term is $\mu_2/(3a\mu_1)$, which has magnitude $1/6.6$, or 15 per cent, for $|\mu_2|=1\,e$/\AA. The formula gives $-0.99$ cm$^{-1}$ for $\mu_2=+1\,e$/\AA, and the grid gives $-1.06$ cm$^{-1}$. For positive $\mu_2$ the error of this term partly cancels that of the main term, and for negative $\mu_2$ the two add. This is why the last row agrees less well than the one above it. A dipole with $\mu_2=-3a\mu_1$, here $+6.6\,e$/\AA, would cancel the shift at leading order. The estimate therefore needs $|\mu_2|$ to be well below $3a|\mu_1|$.

The other input is $a$. At fixed $k$ the main term is proportional to $a=\sqrt{k/(2D)}$. The chosen value corresponds to a well depth $D=10.4$ eV, a reasonable size for so strong a bond: that of free carbon monoxide is roughly $11$ eV. Because of the square root, a 20 per cent error in $D$ changes the shift by only about 10 per cent.

\subsection*{Terms left out}

\paragraph{Higher anharmonicity.} Here $\lambda=84$, so corrections to the leading formula are $1/\lambda\approx1.2$ per cent times a numerical coefficient. For the linear dipole the coefficient is close to one: the grid shift exceeds the formula by $1.41$ per cent of the formula's value. The excess comes from the mean bond length: the grid gives $\Delta\langle x\rangle=0.00823$ \AA\ instead of $0.00811$ \AA. Halving $a$ at fixed $k$ makes $\lambda$ four times larger, and the excess falls to $0.35$ per cent, as a correction proportional to $1/\lambda$ requires. For the $\mu_2$ term the coefficient is larger: the grid value $-1.06$ cm$^{-1}$ exceeds the formula's $-0.99$ cm$^{-1}$ in magnitude by 7 per cent, about $6/\lambda$.

\paragraph{Second order in the field.} The grid shifts are $+6.62$ cm$^{-1}$ for a field from C to O and $-6.65$ cm$^{-1}$ for the reverse field. Half their sum, $-0.016$ cm$^{-1}$, is the part even in $F$. Its size can be found from the classical minimum of the full Morse curve. Put $y=e^{-ax}$ and $\varphi=a\mu_1F/k$. With a linear dipole the force balance is
\begin{equation}
2Da\,y(1-y)=\mu_1F
\quad\Longrightarrow\quad y(1-y)=\varphi ,
\end{equation}
where $2Da=k/a$ was used. The minimum is the root that tends to $y=1$ at zero field:
\begin{equation}
y=\tfrac12\left(1+\sqrt{1-4\varphi}\right)=1-\varphi-\varphi^2-\dots
\end{equation}
Differentiating the Morse force gives $V''=k(2y^2-y)$, and $y^2=y-\varphi$ turns this into $V''=k(y-2\varphi)$. Hence
\begin{equation}
\frac{\omega_F}{\omega}=\sqrt{y-2\varphi}
=\sqrt{1-3\varphi-\varphi^2-\dots}
=1-\tfrac32\varphi-\left(\tfrac12+\tfrac98\right)\varphi^2-\dots
\end{equation}
The linear term is Eq.~\eqref{eq:relative}. In the quadratic term, $\tfrac12$ comes from the $\varphi^2$ under the root and $\tfrac98$ from the square of $3\varphi$. With $\varphi=-2.2\times0.00099=-0.0022$, the quadratic term is $-\tfrac{13}{8}\varphi^2\times2000$ cm$^{-1}\approx-0.015$ cm$^{-1}$, close to the grid value.

The same equation shows where the expansion in $F$ must fail at the latest. The product $y(1-y)$ cannot exceed $\tfrac14$, so for $\varphi>\tfrac14$ the bond has no minimum. With the present parameters this would take a field from O to C of about $10^3$ MV/cm, a hundred times the field considered. That figure belongs to the model, since a linear dipole can't be trusted for such large displacements.

\paragraph{Polarizability.} The field also induces a dipole in the electrons. In Gaussian units this adds $-\tfrac12\alpha F^2$ to the energy. If $\alpha=\alpha_0+\alpha_1x$, the constant $\alpha_0$ cancels in the transition and the shift is $-\tfrac12\alpha_1F^2\Delta\langle x\rangle$. Its ratio to the main term $-F\mu_1\Delta\langle x\rangle$ is $\alpha_1F/(2\mu_1)$. One elementary charge produces $14.4$ V/\AA\ at a distance of $1$ \AA, so $F=0.10$ V/\AA\ is $0.0069\,e$/\AA$^2$. For an assumed $\alpha_1=1$ \AA$^2$ the ratio is $-0.0035$, or $-0.023$ cm$^{-1}$, which the grid calculation confirms. Even a value of $\alpha_1$ five times larger would change the shift by less than 2 per cent. This assumes a polarizability linear in $x$. A term $\tfrac12\alpha_2x^2$ enters as $\mu_2$ does and multiplies the estimate by $1+\alpha_2/(3a\alpha_1)$ at leading order.

\paragraph{Orientation.} If the bond makes an angle $\theta$ with the field and its dipole stays along its axis, $F$ is replaced by $F\cos\theta$ at first order. For bonds fixed at random orientations the mean of $\cos\theta$ is zero. The band is then broadened and its centre does not move at this order. Since the mean of $\cos^2\theta$ is $\tfrac13$, the root-mean-square shift over all bonds counted equally is $6.6/\sqrt3\approx3.8$ cm$^{-1}$. An absorption band weights each bond by the squared projection of its axis on the polarization of the light. For light polarized along the field the weight is $\cos^2\theta$, the weighted mean of $\cos^2\theta$ is $\tfrac35$, and the spread is $5.1$ cm$^{-1}$. For light polarized across the field the weight is $\sin^2\theta$, the weighted mean is $\tfrac15$, and the spread is $3.0$ cm$^{-1}$. Both weights are even in $\cos\theta$, so the centre stays in place. To displace the centre of the band at first order, the bonds must share a preferred direction along the field.

The calculated corrections for higher anharmonicity, for the second order in the field and for the polarizability are small beside the changes produced by the values of $\mu_1$ and $\mu_2$ tried in the table. For a particular complex these two derivatives must be computed or measured, and the coupling between its carbonyl groups must be included. The remaining computed values are listed in the numerical output.

\section*{Table of computed values}
\begin{verbatim}
Masses of C and O: 12 and 16 u
Reduced mass: 6.857 u
Harmonic wavenumber: 2000 cm^-1
Morse parameter a: 2.2 1/angstrom
Dipole derivative mu1: -1.0 e
Field: 10 MV/cm
Field in volt per angstrom: 0.10 V/angstrom
Force constant: 1616 N/m
Morse well depth: 10.42 eV
hbar/(m w): 0.002458 angstrom^2
lambda = m w/(hbar a^2): 84.04
Field-free 0->1 line: 1976.20 cm^-1
Mean x, level 0, grid: 0.004074 angstrom
Mean x, level 0, formula: 0.004056 angstrom
Mean x, level 1, grid: 0.012301 angstrom
Mean x, level 1, formula: 0.012169 angstrom
Difference of mean x, grid: 0.008227 angstrom
Difference of mean x, formula: 0.008113 angstrom
Dipole difference, formula: -0.008113 e angstrom
Shift, formula: 6.543 cm^-1
Shift, formula: 0.811 meV
Shift, grid, field C->O: 6.619 cm^-1
Shift, grid, field O->C: -6.652 cm^-1
Part of shift odd in field: 6.6356 cm^-1
Part of shift even in field: -0.0162 cm^-1
Shift per field, grid: 0.664 cm^-1/(MV/cm)
Grid over formula minus 1, full a: 1.41 percent
Grid over formula minus 1, half a: 0.35 percent
Harmonic well, linear dipole, |shift|: 4.4e-11 cm^-1
Moved minimum, field C->O: -0.000991 angstrom
Relative change of curvature: 0.654 percent
Shift from moved minimum: 6.543 cm^-1
Shift for mu1 = -0.5 e: 3.32 cm^-1
Shift for mu1 = -1.0 e: 6.64 cm^-1
Shift for mu1 = -1.5 e: 9.95 cm^-1
Shift with mu2 = +1 e/angstrom: 5.57 cm^-1
Shift with mu2 = -1 e/angstrom: 7.70 cm^-1
Effect of mu2 = +1 e/angstrom, grid: -1.061 cm^-1
Effect of mu2, formula: -0.991 cm^-1
Polarizability derivative: 1.0 angstrom^2
Polarizability shift, grid: -0.0230 cm^-1
\end{verbatim}
